# Bohr's Energy-Loss Straggling from Independent Electron Collisions

When a 2 MeV helium ion crosses 100 nm of silicon, a free electron at rest can take at most 1096 eV from it in one collision. Yet the same free-electron picture gives the total energy loss a standard deviation of 2.70 keV, about two and a half times that largest single loss. The factor is the square root of 6.06, the mean number of hard collisions in the layer. The theorem below shows why, and why the width does not depend on the ion's speed.

## Assumptions and statement

An ion of charge \(Z_1e\), mass \(M\) and speed \(v\) crosses a layer of thickness \(x\). The layer holds \(N\) atoms per volume with \(Z_2\) electrons each, so the electron density is \(n=Z_2N\). The electron mass is \(m\), the reduced mass is \(\mu=mM/(m+M)\), and \(e^2\) stands for \(e^2/(4\pi\varepsilon_0)=1.440\) eV nm. The model assumes:

1. The ion is bare and nonrelativistic. Its path is nearly straight and its speed nearly constant in the layer.
2. The electrons are free and initially at rest.
3. The electrons are placed at random, independently of one another, and each collides with the ion separately.
4. Each collision follows classical mechanics. The end of the proof says why this does not limit the result.

**Theorem.** Under these assumptions the variance of the energy loss is
\[
\Omega^2=4\pi Z_1^2e^4\,Z_2N x\left(1+\frac mM\right)^{-2}.
\]
For \(m\ll M\) this is Bohr's formula, \(\Omega_B^2=4\pi Z_1^2e^4Z_2Nx\).

The proof needs the energy lost in one collision and a rule for adding many random losses.

## Lemma 1: one collision

**Lemma 1.** An electron met at impact parameter \(b\) receives the energy
\[
T(b)=\frac{T_{\max}}{1+b^2/b_0^2},\qquad
b_0=\frac{Z_1e^2}{\mu v^2},\qquad
T_{\max}=\frac{2\mu^2v^2}{m}.
\]

**Proof.** Let \(\mathbf r\) be the vector from ion to electron, with direction \(\hat{\mathbf r}\), and let \(\mathbf w=\dot{\mathbf r}\). The attraction gives
\[
\mu\frac{d\mathbf w}{dt}=-\frac{Z_1e^2}{r^2}\,\hat{\mathbf r}.
\]
The force is central, so angular momentum is conserved: \(\mu r^2\dot\varphi=\mu vb\), where \(\varphi\) is the polar angle of \(\mathbf r\). Hence \(dt/r^2=d\varphi/(vb)\), and integration over the whole collision gives
\[
\mu\,\Delta\mathbf w=-\frac{Z_1e^2}{vb}\int\hat{\mathbf r}\,d\varphi .
\]
Let \(\theta\) be the angle by which \(\mathbf w\) is turned. At the start \(\hat{\mathbf r}\) points against the incoming velocity, and at the end along the outgoing one. For attraction it therefore sweeps the angle \(\Phi=\pi+\theta\). The components of \(\hat{\mathbf r}\) perpendicular to the axis of symmetry cancel, and those along it add to
\[
\int_{-\Phi/2}^{\Phi/2}\cos\varphi\,d\varphi=2\sin\frac\Phi2=2\cos\frac\theta2 .
\]
For repulsion \(\Phi=\pi-\theta\), with the same result.

Energy conservation in the relative motion makes the initial and final relative speeds equal to \(v\). Two vectors of length \(v\) at an angle \(\theta\) differ by \(2v\sin(\theta/2)\). Equating the two expressions for the momentum change,
\[
2\mu v\sin\frac\theta2=\frac{2Z_1e^2}{vb}\cos\frac\theta2
\quad\Longrightarrow\quad
\tan\frac\theta2=\frac{b_0}{b}.
\]

The electron was at rest, so its final momentum is the momentum transferred, \(q=2\mu v\sin(\theta/2)\). Its energy is
\[
T=\frac{q^2}{2m}=\frac{2\mu^2v^2}{m}\sin^2\frac\theta2 ,
\qquad
\sin^2\frac\theta2=\frac{1}{1+\cot^2(\theta/2)}=\frac1{1+b^2/b_0^2}.
\]
This proves the lemma. \(\square\)

A head-on collision gives \(T_{\max}\), and one at \(b_0\) gives half of it. Far outside \(b_0\) the transfer falls as \(1/b^2\).

## Lemma 2: many collisions

**Lemma 2.** The variance and the third central moment of the total loss are
\[
\Omega^2=nx\int_0^\infty T^2\,2\pi b\,db,\qquad
\kappa_3=nx\int_0^\infty T^3\,2\pi b\,db .
\]

**Proof.** Project the layer onto a plane perpendicular to the path. A large disc of area \(A\) around the path contains \(N_e=nxA\) electrons, each placed uniformly and independently. For one electron,
\[
\langle T^k\rangle=\frac1A\int_A T^k\,2\pi b\,db .
\]
Variances of independent quantities add, so the total has variance
\[
N_e\left(\langle T^2\rangle-\langle T\rangle^2\right)
=nx\left[\int_A T^2\,2\pi b\,db-\frac1A\left(\int_A T\,2\pi b\,db\right)^2\right].
\]
With the disc radius \(R\), Lemma 1 gives
\[
\int_0^R T\,2\pi b\,db=\pi b_0^2T_{\max}\ln\left(1+\frac{R^2}{b_0^2}\right).
\]
This grows as \(\ln A\), so the subtracted term behaves as \((\ln A)^2/A\) and vanishes for a large disc.

Third central moments of independent quantities also add. Their sum is
\[
N_e\left(\langle T^3\rangle-3\langle T\rangle\langle T^2\rangle+2\langle T\rangle^3\right).
\]
The last two terms contain additional factors of \(1/A\) and vanish too, apart from powers of the logarithm that cannot compensate. \(\square\)

The disc must be large. With a fixed number of electrons in a small disc, the subtracted term would remain, and the fluctuation in how many electrons come near the path would be partly suppressed.

## Proof of the theorem

Insert Lemma 1 into Lemma 2 and put \(s=b^2/b_0^2\), so that \(2\pi b\,db=\pi b_0^2\,ds\). For any integer \(k\ge2\),
\[
\int_0^\infty T^k\,2\pi b\,db
=\pi b_0^2T_{\max}^k\int_0^\infty\frac{ds}{(1+s)^k}
=\frac{\pi b_0^2T_{\max}^k}{k-1}.
\]
For \(k=2\),
\[
\pi b_0^2T_{\max}^2
=\pi\,\frac{Z_1^2e^4}{\mu^2v^4}\,\frac{4\mu^4v^4}{m^2}
=4\pi Z_1^2e^4\left(\frac\mu m\right)^2 .
\]
Since \(\mu/m=1/(1+m/M)\), multiplication by \(nx=Z_2Nx\) gives the theorem. \(\blacksquare\)

The speed has cancelled. A faster ion has a smaller hard-collision area, proportional to \(1/v^4\), but the square of its largest transfer grows as \(v^4\).

The proof used classical paths, although in the example below \(b_0\) is smaller than \(\hbar/(mv)\), about 0.012 nm, so such close paths are not well defined. The variance needs only the cross section for each energy transfer, \(d\sigma=2\pi b\,db\). For the Coulomb force between two different particles, nonrelativistic quantum mechanics gives the same cross section, a result taken here without proof. The variance is therefore unchanged, and \(\pi b_0^2\) remains the cross section for transfers above \(T_{\max}/2\).

## Hard collisions and the shape of the distribution

Let \(h=nx\pi b_0^2\) be the mean number of electrons met within \(b_0\). The integrals above become
\[
\Omega=T_{\max}\sqrt h,\qquad
\kappa_3=\tfrac12 hT_{\max}^3,\qquad
\frac{\kappa_3}{\Omega^3}=\frac1{2\sqrt h}=\frac{T_{\max}}{2\Omega}.
\]
The first relation explains the opening numbers. The last one is the skewness, which measures the tail towards large losses.

If only collisions with \(b<R\) are kept, the fraction of the variance retained is
\[
\int_0^{R^2/b_0^2}\frac{ds}{(1+s)^2}=1-\frac1{1+R^2/b_0^2}.
\]
For \(R=3b_0\) this is \(1-1/10=0.90\). The variance thus comes mainly from close collisions. The mean loss behaves differently: its integral grows logarithmically with \(R\), so this model gives no finite value for it. In matter, the binding and the collective response of the electrons limit the distant losses.

At fixed speed, a thick layer can be divided into many equal slices with independent losses. The central limit theorem then makes the fluctuation about the mean Gaussian, as long as slowing remains negligible. In a thin layer, or at high speed with the thickness fixed, \(h\) is small and the distribution is skewed.

## Worked example: 2 MeV helium in silicon

Silicon has eight atoms in a cubic cell, whose edge is set to 0.543 nm as an input of this example, so \(N=8/(0.543\ \text{nm})^3=49.97\ \text{nm}^{-3}\) and \(n=14N=699.5\ \text{nm}^{-3}\). With \(Z_1=2\) and \(x=100\) nm,
\[
\Omega_B^2=4\pi(2)^2(1.440\ \text{eV nm})^2(699.5\ \text{nm}^{-3})(100\ \text{nm})
=7.29\times10^6\ \text{eV}^2 .
\]
The standard deviation is \(\Omega_B=2.70\) keV, or 99.2 hartree. For a Gaussian the full width at half maximum is \(2\sqrt{2\ln2}\,\Omega_B=6.36\) keV. The finite ion mass lowers the variance by only 0.027%.

The ion moves at 0.0328 of the speed of light, which supports the nonrelativistic treatment. Its hard-collision radius is \(b_0=0.00525\) nm, giving \(h=6.06\). Then \(T_{\max}\sqrt h=1096\ \text{eV}\times\sqrt{6.06}=2.70\) keV, as before, and the skewness is 0.20. The distribution is close to Gaussian but has a slightly longer tail at large losses.

A simulation of 30,000 ions gives the same picture. Electrons were placed at random, with a fluctuating number inside \(10b_0\), and each transfer was taken from Lemma 1. The standard deviation was 2.69 keV and the skewness 0.20. The formula restricted to \(b<10b_0\) also gives 2.69 keV.

For a 1 nm layer at the same energy, \(\Omega_B\) is ten times smaller, 0.27 keV, and the skewness ten times larger, about 2. The variance formula still holds within the model, but a Gaussian does not describe the losses.

## Remark 1: electrons are bound and moving

The assumption of free electrons at rest is not good for all of silicon's electrons. In an unrestricted Hartree–Fock calculation of the free atom (cc-pVTZ basis), the orbital energy gives a 1s binding of 1873 eV. This exceeds \(T_{\max}\), so a 1s electron at rest could not be ejected. The L-shell electrons have a mean binding of 129 eV and a typical speed of 4.99 atomic units, above the ion's 4.49.

The effect can be estimated by letting each electron move during a free collision while counting only transfers above its binding energy \(U\). In this remark and the next, atomic units are used: \(m=e^2=\hbar=1\). Let \(\mathbf V\) be the velocity of the ion, now taken as infinitely heavy, \(\mathbf u\) that of the electron, and \(w=|\mathbf u-\mathbf V|\). Lemma 1 in the ion's frame gives \(q^2=4w^2/(1+b^2/b_0^2)\) with \(b_0=Z_1/w^2\). Therefore
\[
\pi b^2=\pi b_0^2\left(\frac{4w^2}{q^2}-1\right),
\qquad
d\sigma=\frac{8\pi Z_1^2}{w^2q^3}\,dq .
\]
The collision rate per unit density, \(w\,d\sigma\), can be written as an integral over the vector \(\mathbf q\):
\[
\int d^3q\,\frac{4Z_1^2}{q^4}\,
\delta\!\left(\mathbf q\cdot(\mathbf V-\mathbf u)-\frac{q^2}{2}\right).
\]
The delta function conserves the electron's energy in the ion's frame. Its angular integral is \(2\pi/(qw)\), which reproduces \(w\,d\sigma\). In the laboratory the transfer is \(T=\mathbf q\cdot\mathbf u+q^2/2=\mathbf q\cdot\mathbf V\).

Now average over directions of \(\mathbf u\). The product \(\mathbf q\cdot\mathbf u\) is uniformly distributed between \(-qu\) and \(qu\), with density \(1/(2qu)\). Fixing \(T=\mathbf q\cdot\mathbf V\) gives the angular factor \(2\pi/(qV)\) and requires \(q\ge T/V\). Dividing the rate by \(V\) yields
\[
\frac{d\sigma}{dT}
=\frac{4\pi Z_1^2}{V^2u}\int_{q_-}^{q_+}\frac{dq}{q^4}
=\frac{4\pi Z_1^2}{3V^2u}\left(q_-^{-3}-q_+^{-3}\right).
\]
The condition \(|T-q^2/2|\le qu\) sets the remaining limits:
\[
q_+=\sqrt{u^2+2T}+u,\qquad
q_-=\max\left(\sqrt{u^2+2T}-u,\ \frac TV\right).
\]

For each occupied orbital, \(u\) was set by its mean kinetic energy and \(U\) by minus its orbital energy. The integral of \(T^2\,d\sigma/dT\) above \(U\) was evaluated numerically and divided by the Bohr value \(4\pi Z_1^2\). The average ratios are 0.055 for a K electron, 0.73 for an L electron and 1.1 for an outer electron. With two, eight and four electrons in these groups, the atomic average is 0.74. Binding and orbital motion alone would thus reduce the standard deviation to about 2.3 keV.

This estimate gives each orbital a single speed and omits excitations below \(U\), including distant ones. Averaging instead over the Hartree–Fock momentum distribution of each orbital changes the three ratios to 0.039, 0.82 and 1.04, the atomic average to 0.77 and the standard deviation to about 2.4 keV. Neither value can be taken as a lower bound, since another model gives less: treating each part of the same atomic density as a Lindhard electron gas, which keeps the soft excitations, gives a ratio of about 0.71.

## Remark 2: electrons come in atoms

Electrons bunched in atoms are not independently placed. An ion passing one L electron of silicon meets on average about 1.3 other L electrons of the same atom within \(3b_0\), and 0.16 within \(b_0\). Apply Lemma 2 to atoms instead of electrons, with \(\mathbf B\) the impact parameter relative to the nucleus. If the electrons respond independently once \(\mathbf B\) is fixed, the square of the atomic loss has the integral
\[
\int\left\langle\Big(\sum_iT_i\Big)^2\right\rangle d^2B
=\sum_i\int\langle T_i^2\rangle\,d^2B
+\sum_{i\ne j}\int\langle T_i\rangle\langle T_j\rangle\,d^2B .
\]
The second sum is absent from Bohr's formula and is positive.

For the L shell, write \(\langle T_i\rangle=S_iP(\mathbf B)\). Here \(S_i\) is the integral of \(T\,d\sigma/dT\) above \(U\), and \(P\) is a common profile with unit integral. The added variance relative to Bohr's is then
\[
\frac{1}{4\pi Z_1^2Z_2}\sum_{i\ne j}S_iS_j\int P^2\,d^2B .
\]
Two profiles were used. If energy is lost only where the path meets electron density, \(P\) is the Hartree–Fock L-shell density projected along the path, and the addition is 0.50. The second profile spreads this density with a weight \(1/b^2\), from \(b=1/(2V)\), the inverse of the largest momentum transfer to an electron at rest, to \(b=V/U_L\), where \(U_L\) is the mean L-shell binding. At this outer radius, 0.050 nm, the passage time \(b/V\) equals \(1/U_L\). The addition falls to 0.26.

Combined with the ratio 0.74, these values give standard deviations of about 3.0 and 2.7 keV. With the momentum distributions of Remark 1 in place of single speeds, the additions are 0.55 and 0.28 and the widths about 3.1 and 2.8 keV; the single-speed values are used below. They count only pairs of L electrons. The remaining pairs of the free atom, mainly an L electron with an outer one, add about 0.25 and 0.13 more when each shell is given its own profile, raising the widths to about 3.3 and 2.9 keV. The agreement of 2.7 keV with Bohr's value is thus an accident of two rough corrections and of the pairs kept; it does not confirm the free-electron assumption. The estimate also treats atomic positions as independent, which a solid does not satisfy. This matters most for pairs involving the widely spread outer electrons. Weighting the pair terms with the orientation-averaged structure factor of the silicon lattice, with a thermal displacement of 0.0075 nm per direction, lowers the L–L additions only to about 0.47 and 0.22, but the remaining pairs to about 0.10 and 0.03. Correlated atomic positions also act on the products with \(i=j\) in different atoms, which subtracts a further 0.02 and 0.01. The widths with all pairs then become about 3.1 and 2.7 keV.

## Remark 3: slowing, nuclei and bound helium electrons

**Slowing.** Let \(S(E)\) be the mean energy loss per length. Two ions with a small energy difference \(\delta\) obey \(d\delta/dx=-S'(E)\delta\). At these energies \(S\) falls with increasing energy, so the slower ion loses more and the difference grows. Since \(dE/dx=-S\), the solution is \(\delta\propto S(E(x))\). A contribution to the variance made at depth \(x'\) is therefore multiplied by \([S(E_{\rm out})/S(E(x'))]^2\) at the exit. The Bethe formula, taken here as an outside input,
\[
S=\frac{4\pi Z_1^2e^4n}{mv^2}\ln\frac{2mv^2}{I},
\]
with a rough mean excitation energy \(I=170\) eV, gives a mean loss of about 25 keV. Averaging the multiplier over the layer raises the variance by about 0.6%.

**Nuclear collisions.** Lemma 1 also holds for a target nucleus, with charge product \(Z_1Z_2e^2\) and nuclear mass \(M_2\). Repeating the proof gives a nuclear variance relative to Bohr's of
\[
Z_2\left(\frac{M}{M+M_2}\right)^2=0.22 .
\]
This is not small, but it comes from rare violent events. The mean number of nuclear collisions transferring more than \(\Omega_B\) is \(6.7\times10^{-4}\) per ion. Those below \(\Omega_B\) add only a fraction \(6.7\times10^{-4}\) to the variance. Nuclear collisions therefore produce a sparse far tail and hardly broaden the main peak. Screening of the nuclei was ignored.

**Incomplete stripping.** A helium ion may carry an electron for part of its path. The mean radius of the He\(^+\) 1s orbital is 0.0397 nm, whereas 90% of Bohr's variance comes from within \(3b_0=0.0158\) nm. Since \(3b_0\) is comparable with \(\hbar/(mv)\), the shielding is better judged by momentum transfer. Bohr's variance is spread uniformly in \(q^2\) up to \((2V)^2\) in atomic units. In the first Born approximation the charge 2 is replaced by \(2-F(q)\), with the 1s form factor \(F(q)=(1+q^2/16)^{-2}\). The average of \((1-F/2)^2\) is 0.85, a 15% reduction while the electron is bound and stays in 1s. For a screened charge the Born result is not exact, and at \(Z_1/V\approx0.45\) it overstates the shielding. A partial-wave calculation for an electron scattered by the static field of He\(^+\), without exchange or polarization, gives a ratio of 0.96, so the variance is only about 4% lower. Fluctuations caused by changes of the ion's charge were not estimated.

## Remark 4: use in ion-beam analysis

Rutherford backscattering analysis can use helium ions of this energy. A backscattered ion crosses the layer twice, and its inward spread is scaled by the kinematic factor \(K\), which is 0.566 for helium on silicon at 170°. For normal incidence and scattering at 100 nm depth, with slowing ignored, the width is \(6.36\ \text{keV}\times\sqrt{K^2+1/|\cos170^\circ|}=7.35\) keV. If the detector's resolution were, say, 15 keV full width at half maximum, the combined width would be 16.7 keV, so the straggling would be partly hidden. These numbers use Bohr's variance on both legs. The outward leg runs near 1.1 MeV, where the single-speed binding ratio of Remark 1 is about 0.59 instead of 0.74; binding and motion alone, without bunching, would lower 7.35 keV to about 5.8 keV, or to about 6.0 keV with the momentum distributions. Under the theorem's assumptions the straggling width grows as \(\sqrt x\), so it is more visible in thicker layers. Where slowing is no longer small, the correction of Remark 3 must be included.

In real silicon the assumption most clearly broken is that of free, independently placed electrons. The estimates above move the standard deviation to 2.3–2.4 keV when binding and motion are included alone, to 2.7–3.1 keV when bunching of the L electrons is added, and to 2.9–3.3 keV when all electron pairs of a free atom are counted, or about 2.7–3.1 keV when the arrangement of atoms in the solid is allowed for. These are model values, not measured limits. A beam aligned with a crystal axis or plane also violates the random-placement assumption, and Bohr's formula should not be used for it without correction.
